Phonon Stefan constant of silicon and heat flow through a cold wafer

**Question**

At low temperature, heat in a pure silicon crystal is carried by sound waves of long wavelength. Treat silicon as an isotropic elastic solid with three phonon branches, each with ω = c_j k. The longitudinal branch has speed 8970 m/s and both transverse branches have speed 5330 m/s. Use k_B = 1.380649×10⁻²³ J/K and ħ = 1.054572×10⁻³⁴ J s.

The parts are answered in turn. SI units are used throughout.

**(a) Phonons in equilibrium at temperature T cross an imaginary plane in the crystal. Find the heat flux carried towards one side by branch j, as an integral over frequency.**

*Answer.* Take a periodic cube of side L and volume V = L³. The allowed wave vectors are spaced by 2π/L along each axis, so a volume d³k contains V d³k/(2π)³ modes of the branch.

A mode of frequency ω is a harmonic oscillator. With y = exp(−ħω/k_BT), its mean number of quanta is

n = Σ m yᵐ / Σ yᵐ = [y/(1 − y)²] / [1/(1 − y)] = 1/(exp(ħω/k_BT) − 1),

where m runs from 0 to ∞. Its thermal energy is ħωn. The zero-point energy ħω/2 is left out: it does not depend on T, and its contributions from waves travelling in opposite directions cancel in any net flux.

The energy of a travelling mode fills the cube with density ħωn/V and moves along k at speed c_j. If θ is the angle between k and the normal of the plane, the mode carries ħωn c_j cosθ/V through unit area per unit time. Summing over the modes that travel towards the chosen side, V cancels:

q_j = ∫ d³k/(2π)³ ħωn c_j cosθ, with cosθ > 0.

Write d³k = k² dk dΩ. The integral over the hemisphere is

∫ cosθ dΩ = 2π ∫₀¹ μ dμ = π, with μ = cosθ.

Since π/(2π)³ = 1/(8π²), and k = ω/c_j gives c_j k² dk = ω² dω/c_j²,

q_j = [1/(8π²c_j²)] ∫₀^∞ ħω³/(exp(ħω/k_BT) − 1) dω.

The upper limit is infinite although a crystal has a highest frequency. This is allowed when the Bose factor has already removed the high frequencies, a condition examined in part (f).

**(b) Show that the total one-way flux is q = σ_ph T⁴ with σ_ph about 211 W/(m² K⁴). Which branches dominate?**

*Answer.* Put x = ħω/k_BT, so that ω = k_BTx/ħ. Then ħω³dω = (k_B⁴T⁴/ħ³) x³dx, and

q_j = [k_B⁴T⁴/(8π²ħ³c_j²)] I, with I = ∫₀^∞ x³/(eˣ − 1) dx.

For x > 0, 1/(eˣ − 1) = e⁻ˣ + e⁻²ˣ + e⁻³ˣ + …. Each term gives ∫₀^∞ x³e⁻ᵐˣ dx = 6/m⁴, so I = 6 Σ 1/m⁴, with m from 1 to ∞.

The sum follows from the Fourier series of x² on −π < x < π. The mean value of x² is π²/3, and two integrations by parts give the cosine coefficients 4(−1)ᵐ/m². The mean of the square of the function equals the square of the constant term plus half the sum of the squared coefficients:

π⁴/5 = π⁴/9 + 8 Σ 1/m⁴.

Hence Σ 1/m⁴ = (4π⁴/45)/8 = π⁴/90, and I = π⁴/15 = 6.493939. The factors combine as (1/8π²)(π⁴/15) = π²/120, so

σ_ph = [π²k_B⁴/(120ħ³)] (1/c_L² + 2/c_T²).

The numbers are

π²k_B⁴/(120ħ³) = 2.54814×10⁹ W/(s² K⁴)

1/c_L² = 1.24284×10⁻⁸ s²/m²

2/c_T² = 7.04005×10⁻⁸ s²/m²

σ_ph = 2.54814×10⁹ × 8.28289×10⁻⁸ = 211.06 W/(m² K⁴).

This is the required 211 W/(m² K⁴). The transverse pair supplies 179.39 and the longitudinal branch 31.67 in the same unit. Slow branches win although their energy travels more slowly: at a given frequency the number of modes per volume varies as 1/c³, and multiplication by the speed c leaves 1/c².

The integrals can be tested by adding the modes of a finite cube one by one. At 4.2 K, a cube of side 200 nm gives 210.01 W/(m² K⁴), and one of side 400 nm gives 210.80 W/(m² K⁴). The deviation from the formula falls from 0.50 % to 0.12 %.

**(c) Relate σ_ph to the Stefan–Boltzmann constant of light, and explain the difference in size.**

*Answer.* Nothing in the derivation is special to sound except the number of branches and their speeds. Light in vacuum has two polarizations, both with speed c, so the sum becomes 2/c²:

σ_light = π²k_B⁴/(60ħ³c²) = 5.67037×10⁻⁸ W/(m² K⁴),

which agrees with the tabulated constant to the digits shown. The ratio is

σ_ph/σ_light = (1/c_L² + 2/c_T²)/(2/c²) = 3.72×10⁹.

The large ratio comes mainly from the square of the ratio of light speed to sound speed. The third branch changes it by a factor of order one.

**(d) A silicon wafer 0.5 mm thick has faces at 4.2 K and 4.0 K. Both faces absorb every phonon that reaches them, and no phonon is scattered inside. Find the net flux, the power through 1 cm², and the conductance per area.**

*Answer.* A fully absorbing face must emit σ_ph T⁴. Otherwise it would gain or lose energy when facing phonons at its own temperature. The hot face therefore sends out 65.68 kW/m² and the cold face 54.03 kW/m². From the unrounded values,

q_net = σ_ph (T₁⁴ − T₂⁴) = 211.06 × (4.2⁴ − 4.0⁴) W/m² = 11.64 kW/m².

Through 1 cm² this is 1.16 W.

For the conductance, let T be the mean temperature and Δ the difference, so T₁ = T + Δ/2 and T₂ = T − Δ/2. Factorizing,

T₁⁴ − T₂⁴ = (T₁ − T₂)(T₁ + T₂)(T₁² + T₂²) = Δ · 2T · (2T² + Δ²/2) = 4T³Δ [1 + Δ²/(4T²)].

With T = 4.1 K and Δ = 0.2 K, the bracket exceeds one by 0.0006. The correction can be dropped, and

h = q_net/Δ ≈ 4σ_ph T³ = 58.2 kW/(m² K).

The thickness does not appear, because nothing in this model hinders a phonon between the faces. Nor is there a temperature gradient inside: at every depth, half of the directions are filled as at 4.2 K and the other half as at 4.0 K. The temperatures in the formula are those of the emitting faces. For the same reason, 4σ_ph T³ at an imaginary plane in a uniform crystal does not imply a temperature jump there.

**(e) The faces are now covered with platinum films, which replace the ideal absorbers. Assume that a phonon keeps its frequency at the interface but forgets which side it came from (diffuse mismatch). Phonons entering a film are absorbed there, and each film has one temperature. Take rough platinum speeds of 4000 m/s (longitudinal) and 1700 m/s (transverse). Find the new net flux.**

*Answer.* Let α be the transmission probability from silicon to platinum and α′ that from platinum to silicon. A phonon leaves into silicon either after reflection, with probability 1 − α, or after transmission, with probability α′. Loss of memory makes these equal:

α′ = 1 − α.

At equal temperatures the exchange must balance at each frequency. By part (a), the flux arriving from a side at a given frequency is proportional to S = Σ 1/c_j² of that side, so

α S_Si = α′ S_Pt = (1 − α) S_Pt, which gives α = S_Pt/(S_Si + S_Pt).

With S_Pt = 7.545×10⁻⁷ s²/m² and S_Si = 0.828×10⁻⁷ s²/m², α = 0.901. In this model the side with slower sound offers more outgoing channels, so most phonons enter the platinum.

By the same balance, a film at temperature T emits ασ_ph T⁴ into the wafer. On reaching the other film, a fraction α is absorbed. The rest can return to that film after one reflection at each side, which multiplies the flux by (1 − α)² per round trip. The fraction of σ_ph T⁴ transferred is

α² [1 + (1 − α)² + (1 − α)⁴ + …] = α²/[1 − (1 − α)²] = α²/(2α − α²) = α/(2 − α).

This equals 0.820. From the unrounded values, the net flux falls from 11.64 to 9.55 kW/m². For α = 1 the result of part (d) returns. For small α the factor tends to α/2, as for two equal weak contacts in series.

**(f) Discuss how far these results apply to real silicon, and whether σ_ph T⁴ may be used at 300 K.**

*Answer.* The condition behind the T⁴ law is that the excited frequencies lie far below the top of the branches. The spectrum x³/(eˣ − 1) peaks at x = 2.82. At 4.2 K this is 0.247 THz, with a transverse wavelength of 21.6 nm, much longer than the atomic spacing.

To follow the failure at higher temperature, let each branch bend over as ω = ω_top sin(c_j k/ω_top), with rough top frequencies ω_top/2π of 12 THz (longitudinal) and 4.5 THz (transverse). The speed of energy transport is now dω/dk, and (dω/dk) dk = dω, so the flux at a given frequency is proportional to k². Inverting the sine for small ω,

k² ≈ (ω²/c_j²) [1 + ω²/(3ω_top²)].

Bending therefore first raises the flux, by 0.2 % at 4.2 K. At 30 K the full integral of this model lies 6 % above the T⁴ law. At 300 K it is 0.05 of the law, because no modes exist above the top frequencies while the law goes on counting them. The constant 211 W/(m² K⁴) must not be used at room temperature: in this model it overstates the one-way flux about twentyfold. For real silicon these figures are only rough indications, because the sine branches do not hold the correct number of modes (about 0.39 of it for each transverse branch and 1.56 for the longitudinal one) and the optical branches are left out. The 30 K figure is the most sensitive to the shape assumed. Branches ω = c_j k/√(1 + b_j c_j²k²), with the same speeds and with b_j chosen so that the same top frequency is reached at the correct number of modes, give an excess of 0.5 % at 4.2 K and 27 % at 30 K, and 0.06 of the law at 300 K.

For a real wafer in a helium cryostat, the thickness and temperatures are ordinary values, but about 1 W/cm² is a heavy heat load. Of the effects estimated here at helium temperature, reflection at the platinum films is the largest: with diffuse mismatch it lowers the net flux by 18 %. This figure assumes that the interface scatters every phonon completely. An interface that is smooth on the scale of all the wavelengths involved (at the spectral peak they run from about 7 nm for transverse waves in platinum to 36 nm for longitudinal waves in silicon, and the spectrum extends to both sides) reflects according to the acoustic impedances Z = ρc, where ρ is the density. At normal incidence its transmission is 4Z₁Z₂/(Z₁ + Z₂)². With a platinum density of 21450 kg/m³ this gives 0.63 for longitudinal and 0.76 for transverse waves, both below α = 0.901. Integrated over all angles, with conversion between longitudinal and transverse waves included, the mean transmission is about 0.59 and two such interfaces pass about 0.43 of the black-face flux, so the loss can be much larger than 18 %. Silicon is also elastically anisotropic, so energy need not travel along k. Rough elastic constants of 166, 64 and 80 GPa (C₁₁, C₁₂, C₄₄) and a density of 2330 kg/m³ give 204 W/(m² K⁴) for a (001) face, 3.5 % below the isotropic value. Little of this difference comes from the choice of the two sound speeds: averaging Σ 1/c² of the phase speeds over all directions with the same constants gives 210 W/(m² K⁴). The shift depends on the face and changes sign, with about 215 W/(m² K⁴) for (110) and 221 W/(m² K⁴) for (111). Scattering by mass disorder, at a rate Aω⁴ with a rough A = 1.3×10⁻⁴⁵ s³, affects about 1.5 % of the one-way flux emitted at 4.2 K; the isotope abundances of natural silicon with the speeds used here give A ≈ 1.6×10⁻⁴⁵ s³ and 1.7 %. With black faces, the part of this one-way flux that is lost is smaller, since some scattered phonons still reach the far side. The affected share of the net flux can be up to twice as large: for weak scattering the scattered flux varies as T⁴ · T⁴ = T⁸, and a small temperature difference changes T⁸ by twice the fraction by which it changes T⁴.

These are separate estimates, not a combined prediction. The actual degree of interface roughness and the exchange of heat between electrons and phonons in the metal are not included. If a heater current warms the electrons, that exchange adds a resistance in series, and the phonon temperature of the film lies below the electron temperature.

Values computed for the example and the checks

```
longitudinal speed: 8970 m/s
transverse speed (two branches): 5330 m/s
kB: 1.380649e-23 J/K
hbar: 1.054572e-34 J s
Bose integral, quadrature: 6.493939
pi^4/15: 6.493939
prefactor pi^2 kB^4/(120 hbar^3): 2.54814e+09 W/(s^2 K^4)
longitudinal 1/c^2: 1.24284e-08 s^2/m^2
transverse 2/c^2: 7.04005e-08 s^2/m^2
sum of 1/c^2, silicon: 8.28289e-08 s^2/m^2
longitudinal part of sigma_ph: 31.67 W/(m^2 K^4)
transverse part of sigma_ph: 179.39 W/(m^2 K^4)
sigma_ph: 211.06 W/(m^2 K^4)
mode sum, box 200 nm: 210.01 W/(m^2 K^4), deviation 0.496 %
mode sum, box 400 nm: 210.80 W/(m^2 K^4), deviation 0.124 %
photon constant, same formula: 5.670374e-08 W/(m^2 K^4)
photon constant, tabulated: 5.670374e-08 W/(m^2 K^4)
sigma_ph / photon constant: 3.722e+09
hot face: 4.2 K; cold face: 4.0 K
wafer thickness: 0.5 mm; area: 1 cm^2
one-way flux from hot face: 65.68 kW/m^2
one-way flux from cold face: 54.03 kW/m^2
net flux, black faces: 11.64 kW/m^2
net power, black faces: 1.164 W
conductance at 4.1 K: 58.19 kW/(m^2 K)
conductance times difference: 11.64 kW/m^2
spectral peak x: 2.821
peak frequency at hot face: 0.247 THz
transverse wavelength at peak: 21.6 nm
rough Pt speeds: 4000 and 1700 m/s
sum of 1/c^2, platinum: 7.545e-07 s^2/m^2
transmission Si to Pt: 0.901; Pt to Si: 0.099
net-flux factor with two Pt films: 0.820
net flux with two Pt films: 9.55 kW/m^2
rough C11, C12, C44: 166, 64, 80 GPa
rough silicon density: 2330 kg/m^3
isotropic check of crystal routine: 211.06 W/(m^2 K^4)
anisotropic sigma_ph, (001) face: 203.7 W/(m^2 K^4)
change by anisotropy: -3.5 %
rough top frequencies, longitudinal and transverse: 12.0 and 4.5 THz
sine-dispersion flux / T^4 law at 4.2 K: 1.0021
sine-dispersion flux / T^4 law at 30.0 K: 1.0595
sine-dispersion flux / T^4 law at 300.0 K: 0.0505
rough mass-disorder strength: 1.3e-45 s^3
flux scattered inside wafer: 1.45 %
```
